# Why transverse wall pairs annihilate or form 360-degree walls

Suppose the data in a magnetic shift register are erased by pushing neighbouring domain walls together. The two walls of a pair carry opposite magnetic charge and their winding numbers add to zero, so one expects every pair to vanish. Some pairs do. Others leave a compact object in which the magnetization turns through a full circle, and in the strip computed below it is squeezed by a field of 20 mT and recovers when the field is removed. The total winding number cannot tell the two cases apart, but the winding number of each edge can.

## Bookkeeping on the edges

Let the strip lie along $x$, with edges at $y=0$ and $y=w$ and thickness $t$. It is magnetically soft and thin, so the magnetization lies in the plane except in defect cores: $\mathbf m=(\cos\theta,\sin\theta)$. Inside a domain it points along $\pm x$, parallel to the edges.

Traverse the boundary counterclockwise, the bottom edge toward $+x$ and the top edge toward $-x$. The winding number of a stretch of edge is

$$n=-\frac{1}{2\pi}\int d(\theta-\theta_{\rm tangent}).$$

On a straight edge $\theta_{\rm tangent}$ is constant, so only the change of $\theta$ counts. Between opposite domains $\theta$ changes by an odd multiple of $\pi$, which makes $n$ half-integer. A transverse wall has the smallest turn, $\pm\pi$.

Take a head-to-head wall whose centre points along $+y$. From left to right, $\theta$ goes from $0$ through $\pi/2$ to $\pi$. The bottom edge sees $+\pi$, so $n=-1/2$. The top edge is traversed the other way and sees $-\pi$, so $n=+1/2$.

The domain between two neighbouring walls is reversed, so the second wall is tail-to-tail. Let it turn $\theta$ by a further $\sigma\pi$, with $\sigma=\pm1$. At its centre $\theta=\pi+\sigma\pi/2$.

- For $\sigma=-1$ this is $\pi/2$. Both walls point along $+y$, and the edge sums are $-\tfrac12+\tfrac12=0$ (bottom) and $+\tfrac12-\tfrac12=0$ (top).
- For $\sigma=+1$ this is $3\pi/2$. The second wall points along $-y$, and the edge sums are $-\tfrac12-\tfrac12=-1$ (bottom) and $+\tfrac12+\tfrac12=+1$ (top).

The sum over both edges is zero in each case.

## Contribution 1: topology

Integrate $d\theta$ counterclockwise around a section with uniform ends. The ends contribute nothing, and the edges contribute $-2\pi(n_{\rm bottom}+n_{\rm top})$. By Stokes' theorem the integral is also $2\pi n_{\rm interior}$, where $n_{\rm interior}$ adds the windings of all vortices ($+1$) and antivortices ($-1$) inside. Hence

$$n_{\rm bottom}+n_{\rm top}+n_{\rm interior}=0 .$$

Each edge sum of a pair is an integer, because the outer domains are equal. An integer cannot change during a continuous deformation. While the magnetization stays in plane and smooth, each edge therefore keeps its own sum.

For $\sigma=-1$ the angle has the same value in both outer domains. The deformation $\theta\to(1-s)\theta$, with $s$ running from 0 to 1, then leads smoothly to the uniform strip. Its exchange energy falls as $(1-s)^2$. For $\sigma=+1$ the outer angles are $0$ and $2\pi$, and no smooth in-plane deformation leads to the uniform state.

The obstacle is energetic, not absolute. A magnetization free to leave the plane can be unwound smoothly, but in a thin film this costs magnetostatic energy. Topology thus supplies a barrier. It does not say whether the walls attract, or how wide the resulting object is.

## Contribution 2: exchange

Keep exchange alone, with stiffness $A$, and let the edges force tangential magnetization outside point defects. The energy is $At\int|\nabla\theta|^2\,dx\,dy$, so its stationary textures obey $\nabla^2\theta=0$. With $X=\pi x/w$, $Y=\pi y/w$ and $Z=X+iY$,

$$\tanh\frac Z2=\frac{\sinh X+i\sin Y}{\cosh X+\cos Y}.$$

The phase of an analytic function is harmonic away from its zeros and poles. One wall at $x=0$ is therefore

$$\theta_1=\pi-\arg(\sinh X+i\sin Y).$$

On both edges $\sin Y=0$, so $\theta_1=0$ for $X<0$ and $\pi$ for $X>0$, as required.

Let $\theta_2$ be the same wall shifted by $D=\pi d/w$. The pair is $\theta_1+\sigma\theta_2$, and the cross term of the energy is

$$E_{\rm ex}=2\sigma At\,I,\qquad I=\int\nabla\theta_1\cdot\nabla\theta_2\,dX\,dY .$$

The change from $x,y$ to $X,Y$ brings no factor, since the two gradients cancel the area element. Because $\theta_2$ is harmonic, the integrand equals $\nabla\cdot[(\theta_1-\pi)\nabla\theta_2]$, and $I$ becomes a boundary integral. On the edges $\theta_1-\pi$ equals $-\pi$ for $X<0$ and zero for $X>0$. The distant ends contribute nothing, since $\nabla\theta_2$ vanishes there. Small arcs around the defects also drop out: at the first wall the integrand is finite, and at the second the radial derivative of $\theta_2$ tends to zero.

For $X<D$ write $s=\sinh(X-D)$. Then

$$\partial_Y\theta_2=-\frac{s\cos Y}{s^2+\sin^2Y}.$$

This is $-1/s$ at the bottom and $+1/s$ at the top. The outward normals are $-Y$ and $+Y$, so both outward derivatives are $1/s$. With $u=D-X$,

$$I=-\pi\int_{-\infty}^{0}\frac{2\,dX}{\sinh(X-D)}=2\pi\int_D^\infty\frac{du}{\sinh u}=-2\pi\ln\tanh\frac D2 ,$$

$$E_{\rm ex}(d)=-4\pi\sigma At\,\ln\tanh\frac{\pi d}{2w}.$$

The logarithm is negative. Pairs with like defects on each edge ($\sigma=+1$) repel, and pairs with unlike defects attract. For $d\gg w$, $E_{\rm ex}\simeq8\pi\sigma At\,e^{-\pi d/w}$, a short range of $w/\pi$. For $d\ll w$ the energy becomes logarithmic, until the defect cores overlap and the point-defect model fails.

## Contribution 3: magnetic charge

The bound charge of a section is minus the flux of $\mathbf M$ out through its end cuts. Around a head-to-head wall $\mathbf M$ enters at both ends, giving $q=2M_stw$. The tail-to-tail wall has $-q$. At distances large compared with $w$,

$$E_{\rm mag}(d)\simeq-\frac{\mu_0q^2}{4\pi d},$$

an attraction for either $\sigma$. It outlasts the exponential exchange force.

## Weighing the contributions

For $\sigma=-1$, both derived forces pull the walls together and no edge sum blocks unwinding. The formulas do not settle the intermediate distances, where the extended walls deform each other, so the relaxation below is needed there.

For $\sigma=+1$, the energy of a distant pair lies below that of infinitely separated walls. Now let the two zeros of $m_x$ be $a(y)$ apart in the row at height $y$, and let $d$ be the average of $a$ over the rows. Each row turns by $\pi$ between its zeros, so the Cauchy–Schwarz inequality bounds its exchange integral. The same inequality makes the average of $1/a$ at least $1/d$. Hence

$$\int\theta_x^2\,dx\ge\frac{\pi^2}{a},\qquad E\ge\pi^2At\int_0^w\frac{dy}{a}\ge\frac{\pi^2Atw}{d}.$$

The magnetostatic energy is not negative, so it cannot undo this bound. The energy diverges as $d\to0$ and approaches its large-distance value from below. The lowest energy at prescribed $d$ therefore has a minimum at a finite distance, within the smooth in-plane model. That minimum is the 360-degree wall.

## A strip in numbers

Take $w=80$ nm, $t=5$ nm, $A=13$ pJ/m and $M_s=800$ kA/m. A micromagnetic calculation with three magnetization components and full magnetostatics was relaxed by steepest descent, with 5 nm cells and a 640 nm period. The printed values are in the numerical output.

**Edge numbers.** With the walls 320 nm apart, the equal pair has $-0.51,+0.51$ on the bottom edge and $+0.51,-0.51$ on the top. The opposite pair has $-0.50,-0.50$ and $+0.50,+0.50$. The excess of 0.01 means that the edge magnetization midway between the walls is not perfectly along $x$.

**Exchange.** Here $At=6.5\times10^{-20}$ J $=0.406$ eV, so $4\pi At=5.10$ eV. At $d=40$ nm the law gives $-5.10\ln\tanh(\pi/4)=2.15$ eV, and at 80 nm it gives 0.441 eV. Direct summation of the cross term on a grid gives the same values to the printed digits.

**Charge.** The wall charge is $q=2(8\times10^5)(5\times10^{-9})(80\times10^{-9})=6.4\times10^{-10}$ A m. Between 200 and 320 nm the computed magnetostatic energy of unrelaxed exchange walls, averaged over both kinds of pair, rises by 0.276 eV. Point charges with their periodic copies give 0.273 eV.

At 120 nm the point-charge attraction is $\mu_0q^2/(4\pi d^2)=0.018$ eV/nm. The exchange force,

$$-\frac{dE_{\rm ex}}{dd}=\frac{4\pi\sigma At\,(\pi/w)}{\sinh(\pi d/w)},$$

has magnitude 0.004 eV/nm. Of these two forces, the charge attraction is the larger at 120 nm and beyond.

**Outcome.** Started 120 nm apart, the equal pair annihilates. The opposite pair settles with the zeros of its width-averaged $m_x$ 90 nm apart and edge sums $-1,+1$. It lies 19.1 eV above the uniform strip. The opposite pair at 320 nm lies 1.35 eV higher still, but this difference depends on the period, because each wall is also attracted by the periodic copies. With a period of 1280 nm it is about 1.6 eV. Halving the in-plane cell size lowers the 19.1 eV by about 0.1 eV and changes the distance by less than 1 nm.

The two simple force laws do not predict this width. At 90 nm they give 0.032 eV/nm of attraction against 0.012 eV/nm of repulsion. The walls are then about as far apart as they are wide, so neither point charges nor undeformed exchange walls describe them. The existence of the minimum follows from the argument above; its position needs the full calculation.

A field of 20 mT along the outer domains shrinks the reversed region and brings the zeros to 53 nm. After release they return to 90 nm, as they should at a stable equilibrium.

## How the 360-degree wall dies

Raised in steps of 50 mT, with at most 600 relaxation steps at each, the field leaves a nonuniform texture at 150 mT and removes it at 200 mT. The texture at 150 mT is not a stable state, however. In a repeat with different small random disturbances the wall vanished at 150 mT within the same number of steps, while at 100 mT both edge sums were still intact. These fields belong to the chosen cell size: with 2.5 nm in-plane cells the intact wall is still an energy minimum at 150 mT and is lost at 175 mT.

The first record at 200 mT already shows edge sums $-1$ (bottom) and $0$ (top), with one interior defect of $+1$. The top edge had thus released its winding as a vortex, either at a lower field or in the first step. Survival at 150 mT therefore does not mean that both edges were still intact. In the next distinct configuration all the numbers are zero: the vortex has reached the bottom edge and cancelled its $-1$. The largest out-of-plane component recorded is 0.89, as expected for a core that leaves the plane.

At 100 mT the intact wall has an internal energy, without the field term, about 6.2 eV above the relaxed wall (6.0 eV with 2.5 nm in-plane cells, where the wall still intact at 150 mT lies about 8.7 eV up). In repeats at 150 mT the intact wall climbs to about 9.3 eV before its top edge gives way, and the internal energy then falls. The same sequence of textures at zero field would thus cost about 9 eV, some 360 times the thermal energy at 300 K. The texture recorded at 150 mT, at 5.2 eV, fits a wall already on this descent, so its energy is not the barrier. Another route may be cheaper, which makes 9 eV an upper estimate for this cell size.

## Real strips

The material parameters are rough typical values for permalloy, and the dimensions are those of a narrow, thin nanostrip. A crystal anisotropy of roughly 200 J/m³ would contribute about 0.05 eV over the wall, little beside 19 eV. Two other assumptions matter more.

Real edges are rough and pin walls. The attraction acts on a wall like a field $\mu_0q/(4\pi d^2)$, which is 4.4 mT at 120 nm. Against a rough pinning field of 2 mT it wins, by this point-charge estimate, only within about 180 nm. The extended walls shift the attraction near that distance by about 10 to 25 percent, downward for the equal pair and upward for the opposite one. Beyond that, even an equal pair stays apart unless it is driven.

The relaxation also omits precession, which can reverse a wall's transverse direction and so change $\sigma$ before contact. For a rigid wall of width $\Delta$ moving at speed $v$, with gyromagnetic ratio $\gamma$ and damping $\alpha$, steady motion requires $\gamma B=\alpha v/\Delta$. An out-of-plane tilt $\psi$ supplies $v/\Delta=\tfrac12\gamma\mu_0M_s(N_z-N_y)\sin2\psi$. Since $\sin2\psi\le1$, steady motion ends at

$$B=\tfrac12\alpha\mu_0M_s(N_z-N_y).$$

With $\alpha=0.01$, $N_y=0.085$ and $N_z=0.915$ this is 4.2 mT, close to the mutual attraction at 120 nm. This is a rigid-wall estimate, not a simulated collision, and a real wall, which can deform and reverse through a defect entering at an edge, may have a different onset. When precession is included with $\alpha=0.01$ and the walls are released about 160 nm apart, both outcomes stay the same: the equal pair vanishes, and the opposite pair oscillates about its equilibrium width. The estimate is a warning for walls driven together by a field above the onset. Their transverse directions may reverse on the way, and the edge numbers that matter are then those at contact. They protect an opposite pair only while the driving field is too weak to destroy the 360-degree wall.

## Computed results

```
exchange stiffness A = 13 pJ/m (rough)
magnetization Ms = 800 kA/m (rough)
width 80 nm, thickness 5 nm, cell 5 nm
period along strip = 640 nm
exchange length = 5.69 nm
exchange repulsion, like defects, d = 40 nm: sum 2.151 eV, law 2.151 eV
exchange repulsion, like defects, d = 80 nm: sum 0.441 eV, law 0.441 eV
stray energy rise 200 to 320 nm: 0.276 eV
same from point charges: 0.273 eV
equal transverse directions, walls 320 nm apart:
  bottom edge n = -0.51, +0.51
  top edge    n = +0.51, -0.51
  energy above uniform strip = 20.49 eV
opposite transverse directions, walls 320 nm apart:
  bottom edge n = -0.50, -0.50
  top edge    n = +0.50, +0.50
  energy above uniform strip = 20.44 eV
start distance of both approach runs = 120 nm
equal pair: final smallest mean m_x = 0.989 (annihilated)
opposite pair: final edge sums = -1, +1
360-degree wall: distance of m_x zeros = 90.4 nm
360-degree wall: energy above uniform = 19.09 eV
energy gained from 320 nm apart = 1.35 eV
distance in 20 mT = 52.9 nm
distance after release = 90.2 nm
last field survived = 150 mT
first field that destroys it = 200 mT
path: (bottom sum, top sum, interior + count, interior - count)
   (-1, 0, 1, 0)
   (0, 0, 0, 0)
number of changes on the path = 1
largest |m_z| on the path = 0.89
barrier estimate from squeezed state = 5.22 eV
thermal energy at 300 K = 0.0259 eV
barrier estimate / thermal energy = 202
crystal anisotropy (rough 200 J/m3) = 0.045 eV
attraction at 120 nm as a field = 4.4 mT
reach against rough 2 mT pinning = 179 nm
strip demagnetizing factors y, z = 0.085, 0.915
wall reversal onset, rigid wall, damping 0.01: 4.2 mT
```
